\section*{Bazley's intermediate Hamiltonian: from −3.0857 to −3.0637 hartree for helium}

\section{One function and one number}

Consider a nonrelativistic two-electron atom with a fixed point nucleus of charge $Z$. In atomic units,
\begin{equation}
H=H_0+V,\quad H_0=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2-\frac{Z}{r_i}\right),\quad V=\frac1{r_{12}}>0 .
\end{equation}
Only singlet states of total angular momentum zero are considered, so the spatial functions are symmetric. If neither electron is in the $n=1$ shell, the energy of $H_0$ is at least $-Z^2/4$. Below the continuum edge $-Z^2/2$ one electron is therefore in $1s$, and zero total angular momentum puts the other in an $s$ orbital. The levels there are simple:
\begin{equation}
E^0_n=-\frac{Z^2}{2}\left(1+\frac1{n^2}\right),\quad u_1=1s1s,\quad u_n=\frac{1s\,ns+ns\,1s}{\sqrt2}\ (n>1).
\end{equation}

Let $\psi$ be normalized and $t=|\langle u_1|\psi\rangle|^2$. The part of $\psi$ orthogonal to $u_1$ has $H_0$-energy at least $E^0_2$ per unit norm. For the repulsion, write $\langle u_1|\psi\rangle=\langle r_{12}^{1/2}u_1|r_{12}^{-1/2}\psi\rangle$. The Cauchy--Schwarz inequality gives
\begin{equation}
t\le\langle u_1|r_{12}|u_1\rangle\,\langle\psi|V|\psi\rangle .
\end{equation}
The mean distance is found below to be $35/(16Z)$, which is $35/32$ bohr for helium. Hence, for $Z=2$,
\begin{equation}
\langle\psi|H|\psi\rangle\ge-4t-\tfrac52(1-t)+\tfrac{32}{35}t=-\tfrac52-\tfrac{41}{70}t\ge-\tfrac{108}{35}\approx-3.0857 .
\label{first}
\end{equation}
The last step uses $t\le1$. This is the result of the first projector. The value $-3.0637$ hartree, derived below, is a different, higher bound: it comes from the third projector, built on $u_1,u_2,u_3$.

\subsection*{The mean distance}

Let $\xi$ be the cosine of the angle between the electrons. The angular average of $r_{12}$ is
\begin{equation}
\frac12\int_{-1}^{1}\!\sqrt{r_1^2+r_2^2-2r_1r_2\xi}\;d\xi
=\frac{(r_>+r_<)^3-(r_>-r_<)^3}{6r_>r_<}=r_>+\frac{r_<^2}{3r_>} .
\end{equation}
Use scaled radii $x=Zr_1$, $s=Zr_2$; every distance then carries a factor $1/Z$. The average can be written for both orderings at once:
\begin{equation}
k(x,s)=x+\frac{s^2}{3x}-\theta(s-x)\frac{(s-x)^3}{3xs},
\label{kernel}
\end{equation}
because for $s>x$ the difference $s+x^2/(3s)-x-s^2/(3x)$ equals $-(s-x)^3/(3xs)$.

The $1s$ radial density is $4s^2e^{-2s}$, with $\langle s^2\rangle=3$. Its averaged distance from a point at $x$ is, with $s=x+y$,
\begin{align}
W(x)&=x+\frac1x-\frac{4e^{-2x}}{3x}\int_0^\infty(x+y)y^3e^{-2y}dy\nonumber\\
&=x+\frac1x-\frac{4e^{-2x}}{3x}\left(\frac{3x}{8}+\frac34\right)
=x+\frac1x-e^{-2x}\left(\frac12+\frac1x\right).
\label{W}
\end{align}
Averaging $W$ over the other $1s$ electron, with $\langle x\rangle=3/2$ and $\langle1/x\rangle=1$, gives
\begin{equation}
Z\langle u_1|r_{12}|u_1\rangle=\frac52-4\int_0^\infty\left(\frac{x^2}{2}+x\right)e^{-4x}dx
=\frac52-\frac5{16}=\frac{35}{16}.
\end{equation}

\section{First derivation: projection in the repulsion metric}

Since $V$ is positive, $\langle f|V|g\rangle$ is an inner product. Choose $k$ vectors $p_i$ and approximate $\psi$ by $\sum_ic_ip_i$ in this metric. Bazley's special choice is
\begin{equation}
p_i=V^{-1}u_i=r_{12}u_i,\qquad i=1,\dots,k .
\end{equation}
These vectors are square integrable because the $u_i$ decay exponentially. The choice turns the overlaps needed into simple ones:
\begin{equation}
\langle p_i|V|\psi\rangle=\langle u_i|\psi\rangle\equiv a_i,\qquad
\langle p_i|V|p_j\rangle=\langle u_i|r_{12}|u_j\rangle\equiv M_{ij}.
\end{equation}
$M$ is positive definite, since $c^\dagger Mc=\langle\chi|r_{12}|\chi\rangle>0$ for $\chi=\sum_ic_iu_i\ne0$. The squared distance in the $V$ metric is
\begin{align}
0&\le\langle\psi|V|\psi\rangle-c^\dagger a-a^\dagger c+c^\dagger Mc\nonumber\\
&=\langle\psi|V|\psi\rangle-a^\dagger M^{-1}a+(c-M^{-1}a)^\dagger M(c-M^{-1}a).
\end{align}
Its minimum is at $c=M^{-1}a$, so
\begin{equation}
\langle\psi|V|\psi\rangle\ge a^\dagger M^{-1}a .
\label{form}
\end{equation}
The minimizing combination defines the projector $P^k\psi=\sum_{ij}p_i(M^{-1})_{ij}\langle u_j|\psi\rangle$. Applying $V$ and using $Vp_i=u_i$ gives the intermediate Hamiltonian
\begin{equation}
H^k=H_0+VP^k=H_0+\sum_{i,j=1}^k|u_i\rangle(M^{-1})_{ij}\langle u_j| .
\end{equation}
A larger span can only reduce the minimum distance, so the subtracted term $a^\dagger M^{-1}a$ cannot decrease with $k$. As quadratic forms, $H^k\le H^{k+1}\le H$.

The operator $H^k$ can be solved. It maps the span of $u_1,\dots,u_k$ into itself and acts there as the matrix
\begin{equation}
R=\mathrm{diag}(E^0_1,\dots,E^0_k)+M^{-1}.
\label{reduced}
\end{equation}
On the orthogonal complement the added term vanishes and $H^k=H_0$. The discrete levels of $H^k$ below $-Z^2/2$ are therefore the eigenvalues of $R$ in that range, together with the untouched levels $E^0_{k+1},E^0_{k+2},\dots$. By the min-max principle, the $n$th level of this combined, ordered list lies at or below the $n$th level of $H$. In particular, with $\lambda_1$ the lowest eigenvalue of $R$,
\begin{equation}
E_1\ge\min(\lambda_1,E^0_{k+1}).
\label{bound}
\end{equation}

\section{Second derivation: minimization over amplitudes}

The ground-state bound (\ref{bound}) also follows without an intermediate operator, by extending the opening argument to $k$ amplitudes. Split a normalized $\psi$ as
\begin{equation}
\psi=\sum_{i=1}^ka_iu_i+\eta,\qquad\langle u_i|\eta\rangle=0,\qquad \langle\eta|\eta\rangle=1-a^\dagger a .
\end{equation}
Because $H_0u_i=E^0_iu_i$, there are no cross terms in $H_0$:
\begin{equation}
\langle\psi|H_0|\psi\rangle=\sum_iE^0_i|a_i|^2+\langle\eta|H_0|\eta\rangle
\ge\sum_iE^0_i|a_i|^2+E^0_{k+1}(1-a^\dagger a).
\end{equation}
For the repulsion take any $\chi=\sum_ic_iu_i$. Cauchy--Schwarz, applied to $r_{12}^{1/2}\chi$ and $r_{12}^{-1/2}\psi$, yields
\begin{equation}
|c^\dagger a|^2\le(c^\dagger Mc)\,\langle\psi|V|\psi\rangle .
\end{equation}
With $c=M^{-1}a$ both $c^\dagger a$ and $c^\dagger Mc$ equal $a^\dagger M^{-1}a$. Dividing by this number, if $a\ne0$, gives $\langle\psi|V|\psi\rangle\ge a^\dagger M^{-1}a$; for $a=0$ this is trivial. Adding the two parts,
\begin{align}
\langle\psi|H|\psi\rangle&\ge a^\dagger Ra+E^0_{k+1}(1-a^\dagger a)\nonumber\\
&\ge\lambda_1\,a^\dagger a+E^0_{k+1}(1-a^\dagger a)\ge\min(\lambda_1,E^0_{k+1}).
\end{align}
The last expression before the minimum is a weighted mean, since $0\le a^\dagger a\le1$. Taking $\psi$ as the ground state reproduces (\ref{bound}).

\section{What each derivation assumes}

Both need a positive $V$, finite elements of $V^{-1}$ between the $u_i$, and known eigenfunctions of $H_0$. They use the rest of the spectrum differently.

The first derivation needs the min-max principle and, to bound the $n$th state, the $n$ lowest levels of $H^k$, with none left out. In return it bounds excited states as well. The second needs only one number about the complement, a lower limit on $\langle\eta|H_0|\eta\rangle/\langle\eta|\eta\rangle$. Any $\varepsilon\le E^0_{k+1}$ may replace $E^0_{k+1}$, and the bound is unchanged as long as $\varepsilon\ge\lambda_1$. As written, it treats the ground state alone.

The condition on the complement matters. For $k=1$,
\begin{equation}
\lambda_1=-Z^2+\frac{16Z}{35},\qquad E^0_2=-\frac{5Z^2}{8}.
\end{equation}
The first is the lower one if $16/35<3Z/8$, that is $Z>128/105\approx1.219$. Helium qualifies. For $Z=1$ the matrix level is $-0.5429$ hartree, but the bound that has been proved is $-0.6250$ hartree. Diagonalizing $H^1$ for $Z=1$ in a finite correlated basis, symmetrized polynomials in $r_1,r_2,r_{12}$ of degree up to 5 times $e^{-0.75(r_1+r_2)}$, gives $-0.62497$ hartree; degree 7 gives $-0.62500$. These are upper bounds on the lowest level of $H^1$. They lie well below the matrix level, which is therefore not the lowest one, and they approach the untouched level $E^0_2$.

\section{The matrix for the third projector}

In scaled radii the radial functions are
\begin{equation}
R_1=2e^{-x},\quad R_2=\tfrac1{\sqrt2}\left(1-\tfrac x2\right)e^{-x/2},\quad
R_3=\tfrac{2}{3\sqrt3}\left(1-\tfrac{2x}{3}+\tfrac{2x^2}{27}\right)e^{-x/3}.
\end{equation}
Define the direct and exchange integrals
\begin{equation}
D_{nm}=\int_0^\infty R_nR_mx^2W\,dx,\quad
K_{nm}=\iint R_1(x)R_n(x)x^2\,k(x,s)\,R_1(s)R_m(s)s^2\,dx\,ds .
\end{equation}
Expanding the symmetrized products, equal terms combine to
\begin{equation}
ZM_{11}=D_{11},\quad ZM_{1n}=\sqrt2\,D_{1n},\quad ZM_{nm}=D_{nm}+K_{nm}\quad(n,m>1).
\end{equation}

All integrals below are sums of $\int_0^\infty x^pe^{-\alpha x}dx=p!/\alpha^{p+1}$. From (\ref{W}),
\begin{align}
D_{12}&=\sqrt2\left(-\frac{20}{81}-\frac{172}{2401}\right),\qquad
D_{13}=\frac4{3\sqrt3}\left(-\frac{45}{256}-\frac{441}{6250}\right),\\
D_{22}&=\frac{25}{4}-\frac12\int_0^\infty\left(x-\frac{x^2}{2}-\frac{x^3}{4}+\frac{x^4}{8}\right)e^{-3x}dx=\frac{1007}{162}.
\end{align}
In each case the first term comes from $x+1/x$ and the second from the exponential part of $W$. Likewise,
\begin{align}
D_{23}={}&\frac{\sqrt6}{9}\int_0^\infty\Big[(x^3+x)\Big(1-\frac{7x}{6}+\frac{11x^2}{27}-\frac{x^3}{27}\Big)e^{-5x/6}\nonumber\\
&-\Big(x-\frac{2x^2}{3}-\frac{19x^3}{108}+\frac{x^4}{6}-\frac{x^5}{54}\Big)e^{-17x/6}\Big]dx,\\
D_{33}={}&\frac{245}{18}-\frac4{27}\int_0^\infty\Big(x-\frac{5x^2}{6}-\frac{2x^3}{27}\nonumber\\
&+\frac{16x^4}{81}-\frac{32x^5}{729}+\frac{2x^6}{729}\Big)e^{-8x/3}dx .
\end{align}

For exchange put $g_n=R_1R_nx$. Orthogonality, $\int xg_n\,dx=0$, removes the first term of (\ref{kernel}), leaving
\begin{equation}
K_{nm}=\frac13\left[G_m(0)\int_0^\infty g_n\,dx-\int_0^\infty g_nG_m\,dx\right],\quad
G_m(x)=\int_0^\infty y^3g_m(x+y)\,dy .
\end{equation}
Expanding the powers of $x+y$ and integrating over $y$ gives
\begin{align}
G_2&=-\frac{16\sqrt2}{243}(9x^2+30x+32)e^{-3x/2},\\
G_3&=\frac4{3\sqrt3}\,q(x)\,e^{-4x/3},\qquad q(x)=\frac{9x^3}{64}-\frac{243x}{256}-\frac{729}{512}.
\end{align}
With $\int g_2\,dx=4\sqrt2/27$ and $\int g_3\,dx=\frac4{3\sqrt3}\frac9{64}$, the exchange terms are
\begin{align}
K_{22}&=\frac13\left(-\frac{4096}{6561}+\frac{3200}{6561}\right)=-\frac{896}{19683},\\
K_{23}&=\frac{4\sqrt2}{9\sqrt3}\left[-\frac4{27}\frac{729}{512}-\int_0^\infty\Big(x-\frac{x^2}{2}\Big)q\,e^{-17x/6}dx\right],\\
K_{33}&=\frac{16}{81}\left[-\frac9{64}\frac{729}{512}-\int_0^\infty\Big(x-\frac{2x^2}{3}+\frac{2x^3}{27}\Big)q\,e^{-8x/3}dx\right].
\end{align}
Evaluating these sums for $Z=2$ yields, in bohr,
\begin{equation}
M=\begin{pmatrix}1.093750&-0.318550&-0.134091\\-0.318550&3.085264&-0.909358\\-0.134091&-0.909358&6.795530\end{pmatrix}.
\end{equation}
Direct three-dimensional quadrature of $\langle u_i|r_{12}|u_j\rangle$ agrees with the closed radial integrals to about $10^{-13}$ bohr.

\section{The bound $-3.0637$ hartree}

Inversion gives, in hartree,
\begin{equation}
M^{-1}=\begin{pmatrix}0.949760&0.107839&0.033172\\0.107839&0.349675&0.048920\\0.033172&0.048920&0.154356\end{pmatrix}.
\end{equation}
As a check, the first row of $M$ times the first column of $M^{-1}$ is $1.038800-0.034352-0.004448=1.000000$. Adding $E^0_1=-4$, $E^0_2=-2.5$ and $E^0_3=-2.222222$ to the diagonal,
\begin{equation}
R=\begin{pmatrix}-3.050240&0.107839&0.033172\\0.107839&-2.150325&0.048920\\0.033172&0.048920&-2.067866\end{pmatrix}.
\end{equation}
Its lowest eigenvalue is $-3.063727$. To see this, write the eigenvector as $(1,\beta,\gamma)$. The last two rows of $(R-\lambda)(1,\beta,\gamma)^T=0$ become
\begin{align}
0.913402\,\beta+0.048920\,\gamma&=-0.107839,\\
0.048920\,\beta+0.995861\,\gamma&=-0.033172,
\end{align}
with solution $\beta=-0.1166$, $\gamma=-0.0276$. The first row then returns
\begin{equation}
\lambda=-3.050240+0.107839\,\beta+0.033172\,\gamma\approx-3.0637 .
\end{equation}
The next untouched level, $E^0_4=-2.125$, lies far above. Thus
\begin{equation}
E_1\ge\lambda_1\approx-3.0637\ \text{hartree}\approx-83.368\ \text{eV}\qquad(k=3),
\end{equation}
compared with $-3.0857$ hartree, or $-83.967$ eV, for $k=1$.

The negative $\beta$ has a simple reading. The $2s$ function is positive near the nucleus and changes sign at $x=2$, so this admixture reduces the amplitude near the nucleus and raises it farther out. The projected repulsion already produces some screening.

\section{How much the bound says}

Since $\langle u_1|V|u_1\rangle=5/4$ hartree, the trial function $u_1$ gives the upper bound $-2.75$ hartree. A variational basis of 34 symmetrized functions $r_1^ir_2^jr_{12}^le^{-2(r_1+r_2)}$, with $i+j+l\le5$, gives the much better upper bound $-2.9037$ hartree. The third projector therefore leaves a bracket $0.160$ hartree wide, against $0.182$ for the first. The eigenvalue $\lambda_1\approx-3.0637$ hartree is a guaranteed floor, not an estimate of the energy.

The same basis tests the theory before reduction. Within it, the projected repulsion never exceeds the full repulsion, to numerical accuracy, for $k=1,2,3$. The lowest level of $H^3$ computed there is $-3.0635$ hartree, slightly above $-3.0637$, as it must be in a finite basis.

Three more functions of the same family raise the bound by only $0.003$ hartree: $k=4,5,6$ give $-3.0621$, $-3.0613$ and $-3.0608$ hartree. The operators $H^k$ do not approach $H$ on the whole space. A state orthogonal to every $u_n$, for example one with both electrons in suitable $p$ orbitals, feels no projected repulsion at any $k$, although its true repulsion is positive. The continuum states $1s\,\varepsilon s$ are also orthogonal to every $u_n$, and their omission matters. The bound family stalls near $-3.060$ hartree ($k=14$ gives $-3.0599$). A projector on all symmetrized products of $1s$ with an $s$ function, continuum included, gives a lowest level of about $-3.010$ hartree in a converged numerical diagonalization, still about $0.11$ hartree below the energy.

High nuclear charge shows another limit. Since $M$ scales as $1/Z$ and the $E^0_n$ as $Z^2$, at fixed $k$ the off-diagonal part of $M^{-1}$ changes the lowest level only at order $Z^0$. Therefore
\begin{equation}
\lambda_1=-Z^2+\kappa Z+O(1),\qquad \kappa=\frac{(M^{-1})_{11}}{Z}.
\end{equation}
For $k=1$, $\kappa=16/35\approx0.457$; for $k=3$, $\kappa=0.949760/2\approx0.475$. First-order perturbation theory gives $5/8=0.625$ for $H$ itself. At these $k$ the gap between the energy and the bound is therefore $(5/8-\kappa)Z+O(1)$. For large $Z$ it grows linearly, while its ratio to the leading energy $Z^2$ falls as $1/Z$. At small $Z$, helium included, the constant term is not negligible.

Excited states show how the untouched levels enter the proved bounds. At $k=2$ the matrix eigenvalues are $-3.0679$ and $-2.1553$ hartree, but $E^0_3=-2.2222$ lies between them. The proved bound for the second singlet state is thus $-2.2222$. At $k=3$ that level has entered the matrix, and the second bound rises to $-2.1655$ hartree. The correlated basis gives an upper bound of $-2.0979$ hartree for this state. That value is not converged, because the single exponent 2 suits the ground state and is too large for the more diffuse outer electron. Degree 7 lowers it to $-2.1342$, and separate exponents 2 and $0.6$ at degree 5 lower it to $-2.1459$ hartree, a shift of about $0.05$ hartree. The bracket for this state is then about $0.020$ hartree wide.

\section*{Computed values}
\begin{verbatim}
Helium, Z = 2 ; energies in hartree, lengths in bohr
unperturbed level E0_1 = -4.000000 hartree
unperturbed level E0_2 = -2.500000 hartree
unperturbed level E0_3 = -2.222222 hartree
unperturbed level E0_4 = -2.125000 hartree
<u1|r12|u1> = 1.093750 bohr
its inverse = 0.914286 hartree
<u1|1/r12|u1> = 1.250000 hartree
M, k=3, row 1:   1.093750   -0.318550   -0.134091 bohr
M, k=3, row 2:  -0.318550    3.085264   -0.909358 bohr
M, k=3, row 3:  -0.134091   -0.909358    6.795530 bohr
inverse of M, k=3, row 1:   0.949760    0.107839    0.033172 hartree
inverse of M, k=3, row 2:   0.107839    0.349675    0.048920 hartree
inverse of M, k=3, row 3:   0.033172    0.048920    0.154356 hartree
reduced matrix, k=3, row 1:  -3.050240    0.107839    0.033172 hartree
reduced matrix, k=3, row 2:   0.107839   -2.150325    0.048920 hartree
reduced matrix, k=3, row 3:   0.033172    0.048920   -2.067866 hartree
eigenvalues of reduced matrix, k=2: [-3.06787  -2.155329] hartree
eigenvalues of reduced matrix, k=3: [-3.063727 -2.165539 -2.039165] hartree
k=1: ordered lower bounds, states 1 and 2: -3.085714 -2.500000 hartree
k=2: ordered lower bounds, states 1 and 2: -3.067870 -2.222222 hartree
k=3: ordered lower bounds, states 1 and 2: -3.063727 -2.165539 hartree
k=4: ordered lower bounds, states 1 and 2: -3.062096 -2.165386 hartree
k=5: ordered lower bounds, states 1 and 2: -3.061283 -2.165256 hartree
k=6: ordered lower bounds, states 1 and 2: -3.060818 -2.165173 hartree
ground-state lower bound, k=1: -83.967 eV
ground-state lower bound, k=3: -83.368 eV
first-order upper bound = -2.750000 hartree
correlated basis size = 34 functions
correlated upper bound, state 1 = -2.90372 hartree
correlated upper bound, state 2 = -2.09787 hartree
gap upper - lower, k=1: 0.1820 hartree
gap upper - lower, k=3: 0.1600 hartree
k=1: largest ratio projected/full repulsion = 1.000000
k=1: lowest level of H^k in correlated basis = -3.085714 hartree
k=2: largest ratio projected/full repulsion = 1.000000
k=2: lowest level of H^k in correlated basis = -3.067811 hartree
k=3: largest ratio projected/full repulsion = 1.000000
k=3: lowest level of H^k in correlated basis = -3.063514 hartree
largest difference, closed M against quadrature = 1.1e-13 bohr
smallest Z for which the k=1 matrix level is lowest = 1.219048
Z=1, k=1 matrix level = -0.542857 hartree
Z=1, k=1 valid lower bound = -0.625000 hartree
Z=1, H^1 in correlated basis = -0.624972 hartree
\end{verbatim}
